\section*{Why one oxide defect empties a floating gate but not nitride}

\section*{Question}

Two memory cells have the same area and store the same number of electrons, one on a conducting floating gate and the other in the traps of a nitride layer. The tunnel oxide beneath each contains one leaky defect. Why does the first cell lose practically all its charge while the second keeps most of it, and what fraction survives after ten years?

\section*{What the defect can reach}

A defect in the oxide is a local path to the substrate. It can pass on only those electrons that arrive at its upper end, so the answer depends on how stored charge gets there.

A floating gate is a conductor. When an electron leaves above the defect, the others rearrange until the gate is again an equipotential. This takes far less time than the leakage, so the whole stored charge supplies the path wherever the defect lies.

An electron in a nitride trap is localized. If it cannot move from trap to trap, it can leave only by tunnelling directly to the defect. The rate of that jump falls exponentially with distance, so nearby traps empty and distant ones stay filled. The boundary between them defines a lateral capture radius.

\section*{The floating gate}

Let $Q$ be the magnitude of the stored charge and $C_T$ the total capacitance of the gate to its surroundings. The control gate and substrate are grounded, and zero charge is taken to mean zero gate voltage, so the voltage magnitude is $V=Q/C_T$. For an ohmic path of conductance $G$, the leakage current is $GV$, and charge conservation gives
\begin{equation}
\frac{dQ}{dt}=-GV=-\frac{G}{C_T}\,Q .
\end{equation}
Dividing by $Q$ and integrating from $0$ to $t$ gives the surviving fraction
\begin{equation}
F_{\rm FG}(t)=\frac{Q(t)}{Q(0)}=e^{-t/\tau},\qquad \tau=\frac{C_T}{G}.
\label{eq:fg}
\end{equation}
The cell area does not limit the loss. A path that is not ohmic changes the time law: with current $I(V)$, the voltage falls from $V_0$ to $V_1$ in the time $C_T\int_{V_1}^{V_0}dV/I(V)$. This may be long if the current drops steeply at low voltage, but no part of the charge is protected by its position.

\section*{The nitride layer}

\subsection*{Rate of a single jump}

Place the traps in a thin sheet at height $h$ above the entry to the defect. A trap at lateral distance $\rho$ is then at the distance $d=\sqrt{\rho^2+h^2}$ from it. All traps have the same depth $\phi$, and the barrier between trap and defect is taken as uniform. This neglects the field of the stored charge, which can lower the barrier and enlarge the capture radius. For the charge density used below and relative permittivities between 7.5 and 3.9, a uniform sheet above a grounded substrate produces a field of 0.12 to 0.23 V/nm, which lowers the barrier by 0.24 to 0.46 eV over the 2 nm down to the defect; a grounded control gate at the same distance on the other side halves these values, and the emptied region adds a lateral field. Depending on the geometry, the lost area can thereby grow by several per cent to several tens of per cent. In the WKB approximation the amplitude falls as $e^{-\kappa d}$ and the rate as its square:
\begin{equation}
k(d)=\nu e^{-2\kappa d}=\nu e^{-d/\lambda},\qquad
\kappa=\frac{\sqrt{2m\phi}}{\hbar},\qquad \lambda=\frac{1}{2\kappa}.
\label{eq:rate}
\end{equation}
Here $m$ is the effective mass and $\nu$ the attempt rate. Thermal emission, tunnelling through the intact oxide, trap-to-trap motion and Coulomb correlations are left out. Neglecting thermal emission and trap-to-trap motion are strong assumptions, examined below. The defect is assumed to pass on each captured electron quickly enough to be ready for the next; this is checked below.

An electron with a constant escape rate $k$ survives to time $t$ with probability $e^{-kt}$, so the probability that it has been lost is $1-e^{-kt}$.

\subsection*{The lost area}

For uniform filling, the mean number of lost electrons is the areal density times
\begin{equation}
a(t)=\int_0^\infty 2\pi\rho\left[1-\exp\!\left(-\nu t\,e^{-d/\lambda}\right)\right]d\rho .
\label{eq:def}
\end{equation}
Extending the integral to infinity is justified when the emptied region lies well inside the cell. Since $d^2=\rho^2+h^2$ with $h$ fixed, $\rho\,d\rho=d\,\mathrm{d}d$. Writing $s$ for the integration variable $d$,
\begin{equation}
a(t)=\pi\int_h^\infty 2s\left[1-\exp\!\left(-e^{L-s/\lambda}\right)\right]ds,
\qquad L=\ln(\nu t).
\label{eq:s}
\end{equation}

The bracket can be read as a probability. Let $E$ be a random variable with the exponential distribution of unit mean, and let $g=-\ln E$. Then $g>x$ means $E<e^{-x}$, which has probability $1-\exp(-e^{-x})$. With $x=s/\lambda-L$, the bracket is the probability that
\begin{equation}
X=\lambda(L+g)
\end{equation}
exceeds $s$. Exchanging the average with the integral gives
\begin{equation}
a=\pi\left\langle \Theta(X-h)\int_h^{X}2s\,ds\right\rangle
=\pi\left\langle (X^2-h^2)\,\Theta(X-h)\right\rangle ,
\label{eq:avg}
\end{equation}
where $\Theta$ is the unit step: realizations with $X<h$ contribute nothing.

The probability of $X<h$ is $\exp(-\nu t\,e^{-h/\lambda})$. When
\begin{equation}
\nu t\,e^{-h/\lambda}\gg1,
\label{eq:cond}
\end{equation}
the traps directly above the defect have long been empty, this probability is negligible, and the step may be dropped. What remains is $\langle X^2\rangle$, which needs the mean and variance of $g$. They follow from
\begin{equation}
\langle e^{ug}\rangle=\langle E^{-u}\rangle
=\int_0^\infty y^{-u}e^{-y}\,dy=\Gamma(1-u),
\end{equation}
whose logarithm has the expansion
\begin{equation}
\ln\Gamma(1-u)=\gamma u+\frac{\pi^2}{6}\frac{u^2}{2}+\cdots .
\end{equation}
The coefficient of $u$ is the mean, $\gamma\simeq0.577$ (Euler's constant), and the coefficient of $u^2/2$ is the variance, $\pi^2/6$. A mean square is the squared mean plus the variance, so
\begin{equation}
\langle X^2\rangle=\lambda^2\left[(L+\gamma)^2+\frac{\pi^2}{6}\right].
\end{equation}
Defining the capture radius by $a=\pi r_c^2$, we obtain
\begin{equation}
r_c^2(t)=\lambda^2\left[(\ln\nu t+\gamma)^2+\frac{\pi^2}{6}\right]-h^2,
\qquad
F_{\rm N}(t)=1-\frac{\pi r_c^2(t)}{A}.
\label{eq:main}
\end{equation}
Direct quadrature of Eq.~\eqref{eq:def} confirms the closed form at all four times used below.

\subsection*{Slow growth, early times and edges}

The radius is finite at a given time but is not constant. Differentiating Eq.~\eqref{eq:main} with respect to $\ln t$ gives $2r_c\,dr_c/d\ln t=2\lambda^2(L+\gamma)$, hence
\begin{equation}
\frac{dr_c}{d\ln t}=\lambda\,\frac{\lambda(L+\gamma)}{r_c}.
\label{eq:growth}
\end{equation}
When $r_c\gg h$ and $L\gg1$, the last factor is close to one, and each decade of time adds about $\lambda\ln10$ to the radius.

The opposite limit is $\nu t\,e^{-h/\lambda}\ll1$. The bracket in Eq.~\eqref{eq:s} then reduces to $\nu t\,e^{-s/\lambda}$, and integration by parts gives
\begin{equation}
a\simeq2\pi\nu t\int_h^\infty s\,e^{-s/\lambda}ds
=2\pi\nu t\,\lambda(h+\lambda)e^{-h/\lambda}.
\end{equation}
If the defect itself causes no delay, the loss starts linearly in time. Once the nearest traps are exhausted, it follows the squared logarithm in Eq.~\eqref{eq:main}.

A defect near the cell edge removes less charge, because part of its capture disc lies outside. At a corner, symmetry leaves one quarter of the disc inside, and the lost fraction is $a/(4A)$. In this model, Eq.~\eqref{eq:main} therefore gives the largest loss that one defect can cause.

\section*{Is mobility really the cause?}

The two cells differ in more than lateral mobility, so the explanation should be examined with the sink held fixed. Let electrons of areal density $n$ diffuse with coefficient $D$ in a layer of area $A$ with closed edges, and let them be removed at rate $q$ inside a disc of area $a$:
\begin{equation}
\frac{\partial n}{\partial t}=D\nabla^2n-q\,n\ \ \text{(inside the disc)},\qquad
\frac{\partial n}{\partial t}=D\nabla^2n\ \ \text{(outside)} .
\end{equation}
Choose $q=A/(a\tau)$. For $D=0$, the density outside never changes, and
\begin{equation}
F=1-\frac{a}{A}+\frac{a}{A}e^{-qt}.
\end{equation}
For very fast diffusion, $n$ stays uniform and equal to $N/A$, where $N$ is the total number. Integrating the equation over the layer removes the diffusion term, because no current crosses the edges:
\begin{equation}
\frac{dN}{dt}=-q\,a\,\frac{N}{A}=-\frac{N}{\tau}.
\end{equation}
This is the floating-gate law. The same sink thus gives either result, depending on whether charge is resupplied from the side. The nitride's advantage is largely lost if its electrons can migrate across the cell during the retention time.

\section*{The numbers}

Take a square cell of side 60 nm, so $A=3600$ nm$^2$, holding 180 electrons at a density of 0.050 nm$^{-2}$. The other round model parameters are $\phi=1.2$ eV, an effective mass of half the free-electron mass, $\nu=10^{13}$ s$^{-1}$, $h=2$ nm, $C_T=40$ aF and $G=10^{-24}$ S.

For the floating gate,
\begin{equation}
\tau=\frac{40\times10^{-18}\ {\rm F}}{10^{-24}\ {\rm S}}=4.0\times10^{7}\ {\rm s},
\end{equation}
or 1.27 years. At ten years $t/\tau=7.889$, and Eq.~\eqref{eq:fg} gives $F_{\rm FG}=3.7\times10^{-4}$. This is a mean excess of 0.067 electrons out of 180, so practically all the stored charge is gone.

For the nitride, $\kappa=3.968$ nm$^{-1}$ and $\lambda=0.1260$ nm. At ten years $\ln\nu t=49.504$, so
\begin{align}
r_c^2&=(0.1260)^2\left[(49.504+0.577)^2+1.645\right]-2^2\nonumber\\
&=39.85-4=35.85\ {\rm nm}^2 ,
\end{align}
which gives $r_c=5.99$ nm and $a=112.6$ nm$^2$. The surviving fraction is
\begin{equation}
F_{\rm N}=1-\frac{112.6}{3600}=0.969 .
\end{equation}
On average 5.6 of the 180 electrons are lost.

This result holds only while thermal emission is negligible. With the same attempt rate, a trap emits its electron thermally after a mean time $\nu^{-1}e^{\phi/k_{\rm B}T}$. At 300 K this is only 0.46 years, so the nitride figures do not apply to these traps at room temperature. At 250 K it is about 4900 years, and only 0.2\% of the electrons are emitted in ten years. If the electric field does not lower the emission barrier, the figures therefore describe a cell kept at about 250 K or below; at higher temperatures deeper traps are needed. Where the field does lower it, the cell must be colder or the traps deeper still.

The intact oxide must also be thick enough. If Eq.~\eqref{eq:rate} with the same barrier described tunnelling straight to the substrate, a sheet 6 nm away would lose nearly all its electrons in ten years even without a defect, while one 7 nm away would keep 99.8\%. These figures assume a flat barrier. The stored charge itself drops 0.4 to 1.6 V across 7 nm, depending on the permittivity and on whether a control gate shares the field, and this tilts a 1.2 eV barrier so much that only about 20 to 80\% of the charge would survive ten years at 7 nm, and about 50 to 100\% at 9 nm. The nitride result therefore needs a thicker layer or an oxide barrier higher than the trap depth.
 Returning to the area emptied by the defect, treating its boundary as sharp at $kt=1$ gives $\pi(\lambda^2L^2-h^2)=109.7$ nm$^2$, about 3\% below the full lost area. Most of the difference comes from the term $2\gamma L$ in the expanded square.

The time dependence shows the contrast:
\begin{center}
\begin{tabular}{cccc}
Time (years) & $r_c$ (nm) & $F_{\rm N}$ & $F_{\rm FG}$\\
1 & 5.68 & 0.972 & 0.454\\
3 & 5.83 & 0.970 & 0.094\\
10 & 5.99 & 0.969 & $3.7\times10^{-4}$\\
30 & 6.13 & 0.967 & $5.3\times10^{-11}$
\end{tabular}
\end{center}
From one to ten years the radius grows by 0.31 nm, slightly more than $\lambda\ln10=0.29$ nm. The excess is the factor $\lambda(L+\gamma)/r_c$ in Eq.~\eqref{eq:growth}, which exceeds one because the sheet lies above the defect.

\subsection*{Can the defect keep up?}

The initial gate voltage is 0.721 V. If the path carries a current $GV$ at this voltage, it passes one electron every $e/(GV)=2.2\times10^5$ s. Using the same time for the nitride cell is an estimate, since the local field there changes as nearby traps empty. Clearing 5.6 electrons then takes $1.25\times10^6$ s, about 0.4\% of ten years. A stochastic simulation in which an occupied defect accepts no further electron gives a loss of $5.67\pm0.04$ electrons, in agreement with 5.63 from the formula. At times comparable with or shorter than $10^6$ s, however, this path would be the bottleneck, and Eq.~\eqref{eq:main} would overestimate the loss.

\subsection*{How much lateral motion is tolerable?}

The diffusion model is solved for a round cell of the same area $A$, with the sink at its centre and the disc area $a$ fixed at its ten-year value. The surviving fraction depends on the diffusion length $\sqrt{Dt}$ as follows:
\begin{center}
\begin{tabular}{cc}
$\sqrt{Dt}$ at ten years (nm) & Fraction left\\
0 & 0.969\\
1 & 0.957\\
3 & 0.929\\
10 & 0.798\\
30 & 0.323\\
3000 & $3.77\times10^{-4}$
\end{tabular}
\end{center}
A diffusion length of 3 nm, half the capture radius, already raises the loss from 3.1\% to 7.1\%. At 30 nm, half the cell side, two thirds of the charge is gone. The last entry is within 1\% of the floating-gate value. Keeping the loss close to that of immobile charge therefore requires $\sqrt{Dt}$ to be small compared with $r_c$, a stricter demand than being small compared with the cell.

Immobility is an assumption about the nitride, not a consequence of Eq.~\eqref{eq:rate}. At a density of 0.050 nm$^{-2}$ the typical spacing between filled traps is 4.5 nm. If Eq.~\eqref{eq:rate} also described a jump to an emptied trap at that distance, the jump would take about four minutes, and over ten years the traps near the defect would be refilled again and again from the side. Ten years is about a million times longer than this, and randomly placed traps often lie closer together than 4.5 nm. The result for $F_{\rm N}$ therefore requires jumps between traps to be slower than Eq.~\eqref{eq:rate} by many more than six orders of magnitude. Lattice relaxation around a trapped electron could contribute: a jump to an equal trap then needs thermal activation, whereas a jump to a defect level of lower energy may need less. Whether this is enough is not shown here.

\section*{Many cells and many defects}

Suppose defects are scattered independently over a large oxide area $B$ with mean density $n_d$. Their escape rates add, so the survival probability of one trapped electron is a product of factors $e^{-k_it}$. Averaged over the position of one defect, each factor is $1-a/B$ by the definition of $a$. The number $M$ of defects has a Poisson distribution with mean $\mu=n_dB$, hence
\begin{equation}
\langle F_{\rm N}\rangle=\sum_{M=0}^{\infty}e^{-\mu}\frac{\mu^M}{M!}
\left(1-\frac aB\right)^{M}=e^{-\mu a/B}=e^{-n_da}.
\label{eq:poisson}
\end{equation}
This includes defects just outside the cell edge, as is appropriate for continuous oxide. For floating gates, only the $M$ defects under the gate count, with mean $n_dA$, and each contributes a factor $e^{-t/\tau}$. The same sum gives
\begin{equation}
\langle F_{\rm FG}\rangle=\exp\!\left[-n_dA\left(1-e^{-t/\tau}\right)\right].
\end{equation}
Both results have the form $\exp(-n_d\times\text{drained area})$. For the gate, the drained area tends to the whole cell; for the nitride, it is the capture disc.

With one defect per cell area on average, the ten-year means are 0.969 for nitride and 0.368 for floating gates. The second number does not describe a typical cell: it is close to $e^{-1}$, the share of gates with no defect, which stay full while the others have lost practically all their charge. A nitride cell instead loses only about 3\% for each defect well inside it, as long as the capture discs do not overlap.

The protection fails when the capture discs together cover most of the area, which happens when $n_da$ reaches about one. At $n_d=0.01$ nm$^{-2}$, or 36 defects per cell area, Eq.~\eqref{eq:poisson} gives 0.324, and random placement of defects gives $0.322\pm0.002$.

These fractions refer to stored charge. The change in threshold voltage also depends on where the missing electrons were relative to the channel. Provided that the nitride electrons do not hop between traps, escape thermally or tunnel through the intact oxide, the answer to the question is a ratio of areas: the defect drains what can reach it, which is the entire gate in one cell and, for the parameters chosen and with the field of the stored charge neglected, a disc of radius about 6 nm in the other. The main numerical values are listed in the output.

\section*{Computed results}
\begin{verbatim}
cell side = 60 nm; cell area = 3600 nm^2
stored electrons = 180; density = 0.050 nm^-2
trap depth = 1.2 eV; mass ratio = 0.5
attempt rate = 1.0e+13 s^-1; sheet height = 2.0 nm
kappa = 3.968 nm^-1; rate decay length = 0.1260 nm
radius scale per decade of time = 0.290 nm
gate capacitance = 40 aF
path conductance = 1.0e-24 S
gate time constant = 4.00e+07 s = 1.268 years
initial gate voltage magnitude = 0.721 V
voltage step per electron = 4.01 mV
one defect well inside the cell:
t = 1 years: capture radius = 5.680 nm, lost area = 101.4 nm^2
  electrons lost from nitride = 5.07
  fraction left: nitride = 0.9718, gate = 4.543e-01
t = 3 years: capture radius = 5.827 nm, lost area = 106.7 nm^2
  electrons lost from nitride = 5.33
  fraction left: nitride = 0.9704, gate = 9.378e-02
t = 10 years: capture radius = 5.987 nm, lost area = 112.6 nm^2
  electrons lost from nitride = 5.63
  fraction left: nitride = 0.9687, gate = 3.747e-04
t = 30 years: capture radius = 6.133 nm, lost area = 118.1 nm^2
  electrons lost from nitride = 5.91
  fraction left: nitride = 0.9672, gate = 5.261e-11
ln(nu t) at 10 years = 49.504
t/tau at 10 years = 7.889
mean gate electrons left at 10 years = 0.067
sharp-front lost area at 10 years = 109.7 nm^2
area-sum loss, centre defect = 0.03128
area-sum loss, corner defect = 0.00782
same sink with lateral diffusion, 10 years:
  sqrt(Dt) = 0 nm: fraction left = 9.6872e-01
  sqrt(Dt) = 1 nm: fraction left = 9.5710e-01
  sqrt(Dt) = 3 nm: fraction left = 9.2933e-01
  sqrt(Dt) = 10 nm: fraction left = 7.9818e-01
  sqrt(Dt) = 30 nm: fraction left = 3.2334e-01
  sqrt(Dt) = 3000 nm: fraction left = 3.7655e-04
path time per electron = 2.22e+05 s
time to clear 10-year loss = 1.25e+06 s
simulated electrons lost = 5.67 +/- 0.04
random-defect test density = 0.010 nm^-2
  simulated nitride fraction = 0.3221 +/- 0.0023
  formula nitride fraction = 0.3243
mean of one random defect per cell area, 10 years:
  nitride fraction = 0.9692
  gate fraction = 0.3680
\end{verbatim}
